# The Oudar–Chemla two-level model of second-harmonic hyperpolarizability: verification in Python

```python
"""
Two-level second-harmonic hyperpolarizability (Taylor convention):
  beta(-2w;w,w) = 6 mu^2 Delta E^2 / ((E^2 - w^2)(E^2 - 4 w^2))
E: gap, mu: transition dipole, Delta: excited minus ground dipole,
w: photon energy. Field F0*cos(w t), coupling -dipole*field, no damping.
The dipole at 2w has amplitude beta*F0^2/4. Atomic units (hbar = 1).
The formulas are tested against Floquet diagonalization, real-time
propagation and static-field diagonalization of the two-level Hamiltonian.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp

GAP = 0.12
MU = 3.0
D_GROUND = 2.0
D_EXCITED = 6.0
DELTA = D_EXCITED - D_GROUND
W_EXAMPLE = 0.045

H0 = np.diag([0.0, GAP])
DIPOLE = np.array([[D_GROUND, MU], [MU, D_EXCITED]])
POPULATION_PART = np.diag([0.0, DELTA])
COHERENCE_PART = np.array([[0.0, MU], [MU, 0.0]])
INDUCED = POPULATION_PART + COHERENCE_PART


# ---------- derived formulas ----------
def alpha_formula(w):
    return 2 * MU**2 * GAP / (GAP**2 - w**2)


def beta_static_formula(gap=GAP):
    return 6 * MU**2 * DELTA / gap**2


def dispersion(w, gap=GAP):
    return gap**4 / ((gap**2 - w**2) * (gap**2 - 4 * w**2))


def beta_formula(w, gap=GAP):
    return beta_static_formula(gap) * dispersion(w, gap)


def beta_population_formula(w):
    return 2 * MU**2 * DELTA / (GAP**2 - w**2)


def beta_coherence_formula(w):
    return (4 * MU**2 * DELTA * (GAP**2 + 2 * w**2)
            / ((GAP**2 - w**2) * (GAP**2 - 4 * w**2)))


def beta_rectification_formula(w):
    return 2 * MU**2 * DELTA * (3 * GAP**2 - w**2) / (GAP**2 - w**2)**2


# ---------- periodic steady state from the Floquet matrix ----------
def floquet_mode(w, field, n_max=6):
    """Fourier components of the periodic state that grows out of g."""
    size = 2 * n_max + 1
    harmonics = np.arange(-n_max, n_max + 1)
    neighbours = np.eye(size, k=1) + np.eye(size, k=-1)
    matrix = (np.kron(np.eye(size), H0)
              - np.kron(np.diag(harmonics * w), np.eye(2))
              - 0.5 * field * np.kron(neighbours, DIPOLE))
    vectors = np.linalg.eigh(matrix)[1]
    chosen = np.argmax(np.abs(vectors[2 * n_max]))
    return vectors[:, chosen].reshape(size, 2)


def harmonic(mode, operator, k):
    """Amplitude of cos(k w t) in the expectation value of operator."""
    size = len(mode)
    total = np.sum(mode[:size - k] * (mode[k:] @ operator))
    return total if k == 0 else 2 * total


def floquet_response(w, field=3e-6):
    mode = floquet_mode(w, field)
    scale = 4 / field**2
    return {
        "alpha": harmonic(mode, INDUCED, 1) / field,
        "beta": scale * harmonic(mode, INDUCED, 2),
        "population": scale * harmonic(mode, POPULATION_PART, 2),
        "coherence": scale * harmonic(mode, COHERENCE_PART, 2),
        "rectification": scale * harmonic(mode, INDUCED, 0),
    }


# Below, between, above and within one percent of the two resonances.
# Photon energies equal to GAP/integer are avoided: there higher-order
# multiphoton resonances make the Floquet levels degenerate.
test_energies = [0.025, 0.045, 0.0594, 0.0606, 0.09, 0.1188, 0.1212, 0.15]
numerical = {}
largest_error = 0.0
for w in test_energies:
    found = floquet_response(w)
    numerical[w] = found
    expected = {
        "alpha": alpha_formula(w),
        "beta": beta_formula(w),
        "population": beta_population_formula(w),
        "coherence": beta_coherence_formula(w),
        "rectification": beta_rectification_formula(w),
    }
    for name in expected:
        error = abs(found[name] / expected[name] - 1)
        largest_error = max(largest_error, error)
        assert error < 1e-3, (w, name, found[name], expected[name])

# Sign pattern, read from the numerical response alone
assert numerical[0.0594]["beta"] > 0 > numerical[0.0606]["beta"]
assert numerical[0.1188]["beta"] < 0 < numerical[0.1212]["beta"]


# ---------- real-time propagation with a slow switch-on ----------
def beta_from_propagation(w, field, ramp_periods=20, sample_periods=6):
    period = 2 * np.pi / w
    ramp_time = ramp_periods * period

    def derivative(t, state):
        ramp = np.sin(0.5 * np.pi * min(t / ramp_time, 1.0))**2
        f = field * ramp * np.cos(w * t)
        g, e = state
        return np.array([
            -1j * (-D_GROUND * f * g - MU * f * e),
            -1j * (-MU * f * g + (GAP - D_EXCITED * f) * e)])

    end = ramp_time + sample_periods * period
    times = np.linspace(ramp_time, end, 64 * sample_periods, endpoint=False)
    run = solve_ivp(derivative, (0.0, end), np.array([1.0 + 0j, 0j]),
                    method="DOP853", t_eval=times, rtol=1e-9, atol=1e-12)
    assert run.success
    g, e = run.y
    induced = DELTA * np.abs(e)**2 + 2 * MU * np.real(np.conj(g) * e)
    amplitude = 2 * np.mean(induced * np.cos(2 * w * times))
    return 4 * amplitude / field**2


FIELD_TIME = 3e-4
beta_time = beta_from_propagation(W_EXAMPLE, FIELD_TIME)
# The finite field leaves corrections of relative order field squared
assert abs(beta_time / beta_formula(W_EXAMPLE) - 1) < 1e-2


# ---------- static field ----------
def static_solution(field):
    energies, vectors = np.linalg.eigh(H0 - field * DIPOLE)
    ground = vectors[:, 0]
    return ground @ DIPOLE @ ground, energies[1] - energies[0]


step = 2e-5
dipole_plus, gap_plus = static_solution(step)
dipole_zero, gap_zero = static_solution(0.0)
dipole_minus, gap_minus = static_solution(-step)
beta_static_numeric = (dipole_plus - 2 * dipole_zero + dipole_minus) / step**2
delta_from_slope = -(gap_plus - gap_minus) / (2 * step)
assert abs(beta_static_numeric / beta_static_formula() - 1) < 1e-3
assert abs(delta_from_slope / DELTA - 1) < 1e-4

# ---------- worked example ----------
hartree = constants.physical_constants["Hartree energy"][0]
bohr = constants.physical_constants["Bohr radius"][0]
beta_si = (constants.e * bohr)**3 / hartree**2
beta_esu = beta_si * 1e-5 * constants.c**3
b0 = beta_static_formula()
bw = beta_formula(W_EXAMPLE)
low_gap = 0.9 * GAP
field_example = 1e-4

print(f"gap E = {GAP:.3f} hartree = {GAP * hartree / constants.e:.3f} eV")
print(f"photon energy w = {W_EXAMPLE:.3f} hartree")
print(f"transition dipole mu = {MU:.1f} a.u.")
print(f"ground dipole = {D_GROUND:.1f} a.u.")
print(f"excited dipole = {D_EXCITED:.1f} a.u.")
print(f"dipole change Delta = {DELTA:.1f} a.u.")
print(f"Delta from slope of gap in field = {delta_from_slope:.5f} a.u.")
print(f"two-photon resonance at w = {GAP / 2:.3f} hartree")
print(f"one-photon resonance at w = {GAP:.3f} hartree")
print(f"alpha(w), formula = {alpha_formula(W_EXAMPLE):.2f} a.u.")
print(f"static beta, formula = {b0:.1f} a.u.")
print(f"static beta, finite field = {beta_static_numeric:.1f} a.u.")
print(f"static beta, without-1/2 convention = {b0 / 2:.1f} a.u.")
print(f"dispersion factor at w = {dispersion(W_EXAMPLE):.4f}")
print(f"population part of beta = "
      f"{beta_population_formula(W_EXAMPLE):.1f} a.u.")
print(f"coherence part of beta = "
      f"{beta_coherence_formula(W_EXAMPLE):.1f} a.u.")
print(f"beta(-2w;w,w), formula = {bw:.1f} a.u.")
print(f"beta(-2w;w,w), Floquet = {numerical[W_EXAMPLE]['beta']:.1f} a.u.")
print(f"beta(-2w;w,w), real time = {beta_time:.1f} a.u.")
print(f"field amplitude in real-time run = {FIELD_TIME:.1e} a.u.")
print(f"rectification beta(0;w,-w) = "
      f"{beta_rectification_formula(W_EXAMPLE):.1f} a.u.")
print(f"static beta = {b0 * beta_si:.3e} C^3 m^3 J^-2")
print(f"static beta = {b0 * beta_esu:.3e} esu")
print(f"beta(-2w;w,w) = {bw * beta_si:.3e} C^3 m^3 J^-2")
print(f"beta(-2w;w,w) = {bw * beta_esu:.3e} esu")
print(f"example field F0 = {field_example:.1e} a.u.")
print(f"2w dipole amplitude at F0 = {bw * field_example**2 / 4:.3e} a.u.")
print(f"1w dipole amplitude at F0 = "
      f"{alpha_formula(W_EXAMPLE) * field_example:.3e} a.u.")
print("w (hartree) | factor | beta formula (a.u.) | beta Floquet (a.u.)")
for w in test_energies:
    print(f"{w:.4f} | {dispersion(w):.4f} | {beta_formula(w):.1f}"
          f" | {numerical[w]['beta']:.1f}")
print(f"largest relative error, all Floquet tests = {largest_error:.1e}")
print(f"gap lowered by 10 percent = {low_gap:.3f} hartree")
print(f"static beta, lowered/original gap = "
      f"{beta_static_formula(low_gap) / b0:.3f}")
print(f"beta at w, lowered/original gap = "
      f"{beta_formula(W_EXAMPLE, low_gap) / bw:.3f}")
print("OK")
```

Output:

```
gap E = 0.120 hartree = 3.265 eV
photon energy w = 0.045 hartree
transition dipole mu = 3.0 a.u.
ground dipole = 2.0 a.u.
excited dipole = 6.0 a.u.
dipole change Delta = 4.0 a.u.
Delta from slope of gap in field = 4.00000 a.u.
two-photon resonance at w = 0.060 hartree
one-photon resonance at w = 0.120 hartree
alpha(w), formula = 174.55 a.u.
static beta, formula = 15000.0 a.u.
static beta, finite field = 15000.0 a.u.
static beta, without-1/2 convention = 7500.0 a.u.
dispersion factor at w = 2.6597
population part of beta = 5818.2 a.u.
coherence part of beta = 34077.9 a.u.
beta(-2w;w,w), formula = 39896.1 a.u.
beta(-2w;w,w), Floquet = 39896.1 a.u.
beta(-2w;w,w), real time = 39859.7 a.u.
field amplitude in real-time run = 3.0e-04 a.u.
rectification beta(0;w,-w) = 19358.7 a.u.
static beta = 4.810e-49 C^3 m^3 J^-2
static beta = 1.296e-28 esu
beta(-2w;w,w) = 1.279e-48 C^3 m^3 J^-2
beta(-2w;w,w) = 3.447e-28 esu
example field F0 = 1.0e-04 a.u.
2w dipole amplitude at F0 = 9.974e-05 a.u.
1w dipole amplitude at F0 = 1.745e-02 a.u.
w (hartree) | factor | beta formula (a.u.) | beta Floquet (a.u.)
0.0250 | 1.2650 | 18974.8 | 18974.8
0.0450 | 2.6597 | 39896.1 | 39896.1
0.0594 | 66.5602 | 998402.4 | 998401.6
0.0606 | -66.7824 | -1001736.5 | -1001737.2
0.0900 | -1.8286 | -27428.6 | -27428.6
0.1188 | -17.2070 | -258104.7 | -258097.4
0.1212 | 16.1509 | 242263.6 | 242256.8
0.1500 | 0.3386 | 5079.4 | 5079.4
largest relative error, all Floquet tests = 4.2e-05
gap lowered by 10 percent = 0.108 hartree
static beta, lowered/original gap = 1.235
beta at w, lowered/original gap = 1.838
OK
```
